# Allowed Spin-Hamiltonian Terms and Parameter Counts for Spin 5/2: verification in Python

```python
"""
Result under test: a spin Hamiltonian may contain T^k(S) T^k'(I) B^n only if
k <= 2S, k' <= 2I, k + k' + n is even, and the ranks couple to a total rank K
that holds an invariant of the site group. The number of parameters is the sum
of m_K over the coupling paths, m_K = number of invariants of rank K.

S: electron spin, I: nuclear spin, B: magnetic field, L: orbital momentum.
Side one: null space of the symmetry conditions on all matrices, and effective
Hamiltonians projected from microscopic models. Side two: the counting rule.
Tensor operators are scaled to Tr(T^dagger T) = Tr(Sz^2), so that T_10 = Sz.
Groups: O, T cubic; Dinf, Cinf, D4, D3 with main axis z.
Energies are in cm^-1; the field enters as mu_B*B, also in cm^-1.
"""
import numpy as np
from scipy.linalg import expm
from scipy.spatial.transform import Rotation
from scipy.constants import physical_constants


def spin(s):
    """Matrices (Sx, Sy, Sz), basis m = s, s-1, ..., -s."""
    m = s - np.arange(int(round(2 * s)) + 1)
    plus = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    minus = plus.conj().T
    return [(plus + minus) / 2, (plus - minus) / 2j, np.diag(m).astype(complex)]


def power(a, n):
    return np.linalg.matrix_power(a, n)


def tensor_operators(s):
    """All T_kq for 1 <= k <= 2s, made by lowering from S_plus^k."""
    sx, sy, sz = spin(s)
    plus, minus = sx + 1j * sy, sx - 1j * sy
    size = np.trace(sz @ sz).real
    result = {}
    for k in range(1, int(round(2 * s)) + 1):
        t = (-1) ** k * power(plus, k)
        t = t * np.sqrt(size / np.trace(t.conj().T @ t).real)
        for q in range(k, -k - 1, -1):
            result[k, q] = t
            if q > -k:
                t = (minus @ t - t @ minus) / np.sqrt((k + q) * (k - q + 1))
    return result


# ---------- side one: brute-force count of allowed Hamiltonians ----------
Z = np.array([0.0, 0.0, 1.0])
X = np.array([1.0, 0.0, 0.0])
DIAGONAL = np.ones(3) / np.sqrt(3)
generators = {
    "O": [Z * np.pi / 2, DIAGONAL * 2 * np.pi / 3],
    "T": [Z * np.pi, DIAGONAL * 2 * np.pi / 3],
    "Dinf": [Z * 1.0, X * np.pi],      # 1 rad is no rational part of a turn
    "Cinf": [Z * 1.0],
    "D4": [Z * np.pi / 2, X * np.pi],
    "D3": [Z * 2 * np.pi / 3, X * np.pi],
}


def allowed_dimension(s, i, n, group):
    """Dimension of the space of H(B) of degree n in B obeying all symmetries."""
    sv, iv = spin(s), spin(i)
    ds, di = len(sv[0]), len(iv[0])
    total = [np.kron(a, np.eye(di)) + np.kron(np.eye(ds), b)
             for a, b in zip(sv, iv)]
    d = ds * di
    maps = []
    for v in generators[group]:
        u = expm(-1j * sum(c * j for c, j in zip(v, total)))
        r = Rotation.from_rotvec(v).as_matrix()
        field = np.eye(1)
        for _ in range(n):
            field = np.kron(field, r)
        maps.append(np.kron(field, np.kron(u, u.conj())))
    # for Hermitian M, complex conjugation equals transposition (linear map)
    ut = expm(-1j * np.pi * total[1])
    transposed = np.arange(d * d).reshape(d, d).T.ravel()
    reversal = np.kron(ut, ut.conj())[:, transposed]
    maps.append((-1) ** n * np.kron(np.eye(3 ** n), reversal))
    if n == 2:                         # B_i B_j is symmetric in i, j
        swap = np.eye(9)[np.arange(9).reshape(3, 3).T.ravel()]
        maps.append(np.kron(swap, np.eye(d * d)))
    one = np.eye(d * d * 3 ** n)
    penalty = sum(2 * one - a - a.conj().T for a in maps)
    return int(np.sum(np.linalg.eigvalsh(penalty) < 1e-8))


# ---------- side two: the counting rule ----------
def character(K, angle):
    return np.sin((K + 0.5) * angle) / np.sin(angle / 2)


def invariants(group, K):
    """m_K, the number of invariants of rank K."""
    third = 8 * character(K, 2 * np.pi / 3)
    half = character(K, np.pi)
    if group == "O":
        value = (2 * K + 1 + third + 9 * half + 6 * character(K, np.pi / 2)) / 24
        return int(round(value))
    if group == "T":
        return int(round((2 * K + 1 + third + 3 * half) / 12))
    if group == "Cinf":
        return 1
    order = {"Dinf": 10 ** 6, "D4": 4, "D3": 3}[group]
    return K // order + (1 if K % 2 == 0 else 0)


def paths(group, ranks):
    """Sum of m_K over all triangle-rule couplings of the given ranks."""
    totals = [0]
    for r in ranks:
        totals = [K for a in totals for K in range(abs(a - r), a + r + 1)]
    return sum(invariants(group, K) for K in totals)


def rule(group, k_nuc, n, k_min, k_max=5):
    """Counting rule with time-reversal parity, k from k_min to k_max."""
    field_ranks = range(n, -1, -2)
    return sum(paths(group, [k, k_nuc, f]) for k in range(k_min, k_max + 1)
               if (k + k_nuc + n) % 2 == 0 for f in field_ranks)


S = 2.5
sx, sy, sz = spin(S)
T = tensor_operators(S)

# time-reversal parity of each rank
ut = expm(-1j * np.pi * sy)
for (k, q), t in T.items():
    assert np.allclose(ut @ t.conj() @ ut.conj().T, (-1) ** k * t.conj().T)

# triangle rule: no rank 6 for S = 5/2, but rank 6 exists for S = 7/2
assert np.allclose(power(sx + 1j * sy, 6), 0)
sextic_residual = {}
for s in (2.5, 3.5):
    v = spin(s)
    quartic, sextic = (sum(power(a, p) for a in v).ravel() for p in (4, 6))
    basis = np.array([np.eye(len(v[0])).ravel(), quartic]).T
    fit = np.linalg.lstsq(basis, sextic, rcond=None)[0]
    sextic_residual[s] = (np.linalg.norm(sextic - basis @ fit)
                          / np.linalg.norm(sextic))
assert sextic_residual[2.5] < 1e-12 and sextic_residual[3.5] > 1e-4

# a non-Kramers doublet is no true spin 1/2: a time-even term acts as sigma_x
jx, jy, jz = spin(1)
rhombic = (jx @ jx - jy @ jy)[np.ix_([0, 2], [0, 2])]
assert np.allclose(rhombic, 2 * spin(0.5)[0])

print("Parameters for S=5/2, spin-independent energies left out")
print("group: zero-field, B, B^2, I, I rank 2, I*B")
by_rank = {}
for g in generators:
    bare = [allowed_dimension(S, 0, n, g) for n in range(3)]
    empty = [allowed_dimension(0, 0, n, g) for n in range(3)]
    half0 = allowed_dimension(S, 0.5, 0, g)
    half1 = allowed_dimension(S, 0.5, 1, g)
    one0 = allowed_dimension(S, 1, 0, g)
    brute = [bare[0] - empty[0], bare[1] - empty[1], bare[2] - empty[2],
             half0 - bare[0], one0 - half0, half1 - bare[1]]
    counted = [rule(g, 0, 0, 1), rule(g, 0, 1, 1), rule(g, 0, 2, 1),
               rule(g, 1, 0, 0), rule(g, 2, 0, 0), rule(g, 1, 1, 0)]
    assert brute == counted, (g, brute, counted)
    print(f"  {g}: " + ", ".join(str(c) for c in brute))
    # raising S by 1/2 adds exactly the rank k = 2S
    by_rank[g] = []
    for n in (0, 1):
        dims = [allowed_dimension(k / 2, 0, n, g) for k in range(6)]
        steps = [dims[k] - dims[k - 1] for k in range(1, 6)]
        assert steps == [rule(g, 0, n, k, k) for k in range(1, 6)]
        by_rank[g].append(steps)
print("By spin rank k=1..5: zero-field | linear in B")
for g, (zero, linear) in by_rank.items():
    print(f"  {g}: {zero} | {linear}")
print("Invariants m_K for K=0..9")
for g in ("O", "Dinf", "D4", "D3"):
    print(f"  {g}: {[invariants(g, K) for K in range(10)]}")
print(f"Sextic residual S=5/2: {sextic_residual[2.5]:.1e}, "
      f"S=7/2: {sextic_residual[3.5]:.3e} (relative)")

# ---------- microscopic models: orbital singlet times S = 5/2 ----------
g_e = abs(physical_constants["electron g factor"][0])
GAP = 10000.0
LAMBDA = 500.0
FIELD_STEP = 5.0       # mu_B*B in cm^-1; balances truncation and rounding
identity = np.eye(6)


class Model:
    """H = crystal field + lam L.S + mu_B B.(L + g_e S), and its lowest sextet."""

    def __init__(self, L, crystal, lam):
        orbital = spin(L)
        self.orbital_levels, vectors = np.linalg.eigh(crystal)
        assert self.orbital_levels[1] - self.orbital_levels[0] > 0.9 * GAP
        self.target = np.kron(vectors[:, :1], identity)
        self.h0 = np.kron(crystal, identity) + lam * sum(
            np.kron(a, b) for a, b in zip(orbital, (sx, sy, sz)))
        self.moment = [np.kron(a, identity) + g_e * np.kron(np.eye(len(a)), b)
                       for a, b in zip(orbital, (sx, sy, sz))]

    def effective(self, field):
        h = self.h0 + sum(b * m for b, m in zip(field, self.moment))
        energy, state = np.linalg.eigh(h)
        assert energy[6] - energy[5] > 0.3 * GAP
        w, overlap, vh = np.linalg.svd(self.target.conj().T @ state[:, :6])
        assert overlap.min() > 0.5
        q = w @ vh                     # symmetric orthonormalization
        return q @ np.diag(energy[:6]) @ q.conj().T

    def slope(self, direction, h=FIELD_STEP):
        """dH_eff/d(mu_B B) at zero field, fourth-order central difference."""
        d = np.asarray(direction, float)
        f = {c: self.effective(c * h * d) for c in (-2, -1, 1, 2)}
        return (8 * (f[1] - f[-1]) - (f[2] - f[-2])) / (12 * h)


def coefficient(a, operator):
    return (np.trace(operator.conj().T @ a)
            / np.trace(operator.conj().T @ operator)).real


def traceless(a):
    return a - np.trace(a) / len(a) * np.eye(len(a))


def rotated(a, vector):
    u = expm(-1j * (vector[0] * sx + vector[1] * sy + vector[2] * sz))
    return u @ a @ u.conj().T


oblique = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)


def oblique_error(model, predicted):
    """Largest deviation from the prediction; the slope must be converged."""
    measured = model.slope(oblique)
    finer = model.slope(oblique, FIELD_STEP / 2)
    assert np.abs(measured - finer).max() < 1e-9
    return np.abs(measured - predicted).max()


print(f"Model input: gap {GAP:.0f} cm^-1, lambda {LAMBDA:.0f} cm^-1, "
      f"g_e {g_e:.6f}")

# cubic model, L = 3
lv = spin(3)
quartic_L = sum(power(a, 4) for a in lv)
raw = np.linalg.eigvalsh(quartic_L)
cubic_field = (quartic_L - raw[0] * np.eye(7)) * GAP / (raw[1] - raw[0])
cubic_operator = traceless(sum(power(a, 4) for a in (sx, sy, sz))) / 6
assert np.allclose(np.linalg.eigvalsh(cubic_operator), [-2, -2, 1, 1, 1, 1])
cubic_basis = [T[1, 0], T[3, 0], T[5, 0], (T[5, 4] + T[5, -4]) / np.sqrt(2)]
for lam in (LAMBDA, LAMBDA / 2):
    model = Model(3, cubic_field, lam)
    h_zero = traceless(model.effective([0, 0, 0]))
    a_par = coefficient(h_zero, cubic_operator)
    assert np.allclose(h_zero, a_par * cubic_operator, atol=1e-8)
    levels = np.linalg.eigvalsh(model.h0)[:6]
    assert abs((levels[5] - levels[0]) - 3 * abs(a_par)) < 1e-8
    m_z = model.slope(Z)
    cubic_g = [coefficient(m_z, o) for o in cubic_basis]
    fitted = sum(c * o for c, o in zip(cubic_g, cubic_basis))
    assert np.allclose(m_z, fitted, atol=1e-9)
    assert min(abs(c) for c in cubic_g) > 1e-9
    turn = DIAGONAL * 2 * np.pi / 3    # carries z to x and x to y
    fitted_x = rotated(fitted, turn)
    fitted_y = rotated(fitted_x, turn)
    predicted = (oblique[0] * fitted_x + oblique[1] * fitted_y
                 + oblique[2] * fitted)
    cubic_error = oblique_error(model, predicted)
    assert cubic_error < 1e-9
    if lam == LAMBDA:
        print("Cubic orbital levels (cm^-1): "
              + ", ".join(f"{e:.0f}" for e in model.orbital_levels))
    print(f"Cubic, lambda = {lam:.0f} cm^-1: a = {a_par:.6f} cm^-1, "
          f"interval = {levels[5] - levels[0]:.6f} cm^-1")
    print(f"  g (rank 1) = {cubic_g[0]:.6f}, rank 3 = {cubic_g[1]:.4e}")
    print(f"  rank 5 q=0 = {cubic_g[2]:.2e}, rank 5 q=4 = {cubic_g[3]:.2e}")
    print(f"  oblique-field largest error = {cubic_error:.1e}")

# axial model, L = 1
axial_field = GAP * power(spin(1)[2], 2)
x_s = S * (S + 1)
d_operator = sz @ sz - x_s / 3 * identity
f_operator = (35 * power(sz, 4) - (30 * x_s - 25) * sz @ sz
              + (3 * x_s ** 2 - 6 * x_s) * identity) / 180
z_basis = [T[k, 0] for k in (1, 3, 5)]
x_basis = [(T[k, -1] - T[k, 1]) / np.sqrt(2) for k in (1, 3, 5)]
assert np.allclose(x_basis[0], sx) and np.allclose(z_basis[0], sz)
for lam in (LAMBDA, LAMBDA / 2):
    model = Model(1, axial_field, lam)
    h_zero = traceless(model.effective([0, 0, 0]))
    d_par = coefficient(h_zero, d_operator)
    f_par = coefficient(h_zero, f_operator)
    assert np.allclose(h_zero, d_par * d_operator + f_par * f_operator,
                       atol=1e-8)
    doublets = [10 * d_par / 3 + f_par / 3, -2 * d_par / 3 - f_par,
                -8 * d_par / 3 + 2 * f_par / 3]
    levels = np.linalg.eigvalsh(model.h0)[:6]
    assert np.allclose(levels - levels.mean(), np.sort(np.repeat(doublets, 2)),
                       atol=1e-8)
    m_z, m_x = model.slope(Z), model.slope(X)
    g_par = [coefficient(m_z, o) for o in z_basis]
    g_perp = [coefficient(m_x, o) for o in x_basis]
    fitted_z = sum(c * o for c, o in zip(g_par, z_basis))
    fitted_x = sum(c * o for c, o in zip(g_perp, x_basis))
    assert np.allclose(m_z, fitted_z, atol=1e-9)
    assert np.allclose(m_x, fitted_x, atol=1e-9)
    assert min(abs(c) for c in g_par + g_perp) > 1e-9
    predicted = (oblique[0] * fitted_x + oblique[2] * fitted_z
                 + oblique[1] * rotated(fitted_x, Z * np.pi / 2))
    axial_error = oblique_error(model, predicted)
    assert axial_error < 1e-9
    print(f"Axial, lambda = {lam:.0f} cm^-1: D = {d_par:.6f} cm^-1, "
          f"F = {f_par:.6f} cm^-1")
    print("  doublets |m|=5/2,3/2,1/2 (cm^-1): "
          + ", ".join(f"{e:.6f}" for e in doublets))
    print(f"  B along z, ranks 1,3,5: {g_par[0]:.6f}, "
          f"{g_par[1]:.3e}, {g_par[2]:.1e}")
    print(f"  B along x, ranks 1,3,5: {g_perp[0]:.6f}, "
          f"{g_perp[1]:.3e}, {g_perp[2]:.1e}")
    print(f"  oblique-field largest error = {axial_error:.1e}")

print("verified")
```

It prints:

```
Parameters for S=5/2, spin-independent energies left out
group: zero-field, B, B^2, I, I rank 2, I*B
  O: 1, 4, 5, 4, 4, 7
  T: 1, 6, 8, 6, 7, 12
  Dinf: 2, 6, 8, 6, 7, 12
  Cinf: 2, 9, 12, 9, 11, 21
  D4: 3, 10, 13, 10, 11, 19
  D3: 3, 12, 16, 12, 14, 24
By spin rank k=1..5: zero-field | linear in B
  O: [0, 0, 0, 1, 0] | [1, 0, 1, 0, 2]
  T: [0, 0, 0, 1, 0] | [1, 0, 2, 0, 3]
  Dinf: [0, 1, 0, 1, 0] | [2, 0, 2, 0, 2]
  Cinf: [0, 1, 0, 1, 0] | [3, 0, 3, 0, 3]
  D4: [0, 1, 0, 2, 0] | [2, 0, 3, 0, 5]
  D3: [0, 1, 0, 2, 0] | [2, 0, 4, 0, 6]
Invariants m_K for K=0..9
  O: [1, 0, 0, 0, 1, 0, 1, 0, 1, 1]
  Dinf: [1, 0, 1, 0, 1, 0, 1, 0, 1, 0]
  D4: [1, 0, 1, 0, 2, 1, 2, 1, 3, 2]
  D3: [1, 0, 1, 1, 2, 1, 3, 2, 3, 3]
Sextic residual S=5/2: 4.0e-16, S=7/2: 1.964e-02 (relative)
Model input: gap 10000 cm^-1, lambda 500 cm^-1, g_e 2.002319
Cubic orbital levels (cm^-1): -0, 10000, 10000, 10000, 18000, 18000, 18000
Cubic, lambda = 500 cm^-1: a = 6.637242 cm^-1, interval = 19.911727 cm^-1
  g (rank 1) = 1.617068, rank 3 = 1.4115e-02
  rank 5 q=0 = -5.23e-04, rank 5 q=4 = -2.59e-04
  oblique-field largest error = 5.8e-12
Cubic, lambda = 250 cm^-1: a = 0.426623 cm^-1, interval = 1.279869 cm^-1
  g (rank 1) = 1.801411, rank 3 = 1.9963e-03
  rank 5 q=0 = -1.77e-05, rank 5 q=4 = -9.55e-06
  oblique-field largest error = 4.9e-12
Axial, lambda = 500 cm^-1: D = 26.815676 cm^-1, F = 0.758944 cm^-1
  doublets |m|=5/2,3/2,1/2 (cm^-1): 89.638569, -18.636061, -71.002508
  B along z, ranks 1,3,5: 2.000557, -5.940e-04, -8.9e-06
  B along x, ranks 1,3,5: 1.899556, -2.131e-03, -2.7e-05
  oblique-field largest error = 1.1e-12
Axial, lambda = 250 cm^-1: D = 6.521800 cm^-1, F = 0.044592 cm^-1
  doublets |m|=5/2,3/2,1/2 (cm^-1): 21.754197, -4.392458, -17.361738
  B along z, ranks 1,3,5: 2.001783, -6.843e-05, -2.5e-07
  B along x, ranks 1,3,5: 1.951341, -2.596e-04, -8.1e-07
  oblique-field largest error = 1.5e-12
verified
```
